# Mueller Matrices as Incoherent Mixtures of Jones Processes

A polarimeter measures how a sample changes the four Stokes parameters of light. The result is a real $4\times4$ Mueller matrix $M$, with $s'_i=\sum_j M_{ij}s_j$. A homogeneous film illuminated coherently is described more simply, by a complex $2\times2$ Jones matrix $J$ acting on the field, $E'=JE$. A nonuniform film may need several Jones matrices whose output intensities add. The problem is to decide from $M$ alone whether such a description exists.

Fields vary as $\exp(-i\omega t)$, and $E=(E_x,E_y)^T$. The polarization matrix is $\Phi=\langle EE^\dagger\rangle$, where the brackets denote an average over fluctuations. We use

$$\sigma_0=\begin{pmatrix}1&0\\0&1\end{pmatrix},\quad
\sigma_1=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\sigma_2=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_3=\begin{pmatrix}0&-i\\i&0\end{pmatrix}$$

and $s_i=\mathrm{tr}(\sigma_i\Phi)$. Thus $s_0$ is the total intensity, $s_1=\langle|E_x|^2-|E_y|^2\rangle$, $s_2=2\,\mathrm{Re}\langle E_x^*E_y\rangle$ and $s_3=2\,\mathrm{Im}\langle E_x^*E_y\rangle$. Indices $i,j$ run from 0 to 3. All matrix norms are Frobenius norms, $\|A\|^2=\sum|A_{mn}|^2$. Jones matrices may have gain until part (i).

## (a) What is an incoherent mixture?

**Find the Mueller matrix of one Jones process, and of several processes acting with weights $p_k\ge0$, $\sum_kp_k=1$. State when interference may be left out.**

**Solution.** Since $\mathrm{tr}(\sigma_i\sigma_j)=2\delta_{ij}$, the definition of $s_i$ inverts to $\Phi=\frac12\sum_js_j\sigma_j$. One process gives $\Phi'=J\Phi J^\dagger$, so

$$s'_i=\mathrm{tr}(\sigma_iJ\Phi J^\dagger)=\sum_j\tfrac12\mathrm{tr}(\sigma_iJ\sigma_jJ^\dagger)\,s_j,
\qquad M_{ij}(J)=\tfrac12\mathrm{tr}(\sigma_iJ\sigma_jJ^\dagger).$$

This is real: taking the adjoint inside the trace only permutes its factors cyclically.

Now let process $k$ occur with probability $p_k$, independently of the incident field. The average factorizes:

$$\Phi'=\sum_kp_kJ_k\Phi J_k^\dagger,\qquad M=\sum_kp_kM(J_k).\tag{1}$$

The weights may also be area fractions under uniform illumination, if the detector adds the intensities from all areas. If two contributions overlap as fields, then

$$E'=\sqrt{p_1}J_1E+e^{i\varphi}\sqrt{p_2}J_2E,$$

and $E'E'^\dagger$ contains cross terms proportional to $e^{\pm i\varphi}$. They average to zero when $\varphi$ is uniformly random and independent of $E$. With a fixed phase they generally remain, and the sum is then itself a single Jones process.

## (b) A Hermitian matrix equivalent to M

**Define**

$$H=\frac14\sum_{ij}M_{ij}\,\sigma_i\otimes\sigma_j^*.\tag{2}$$

**Show that $H$ contains the same information as $M$, and find its trace and norm.**

**Solution.** The sixteen products $\sigma_i\otimes\sigma_j^*$ are Hermitian, and

$$\mathrm{tr}[(\sigma_i\otimes\sigma_j^*)(\sigma_k\otimes\sigma_l^*)]
=\mathrm{tr}(\sigma_i\sigma_k)\,\mathrm{tr}(\sigma_j^*\sigma_l^*)=4\delta_{ik}\delta_{jl}.$$

They are therefore linearly independent. Hermitian $4\times4$ matrices form a real space of dimension sixteen, so the products are a basis of it. Each real $M$ gives one Hermitian $H$, each Hermitian $H$ comes from one real $M$, and

$$M_{ij}=\mathrm{tr}[H(\sigma_i\otimes\sigma_j^*)].$$

Setting $i=j=0$ gives $\mathrm{tr}\,H=M_{00}$, the transmittance (or reflectance) for unpolarized light. Orthogonality also gives

$$\|H\|^2=\frac1{16}\sum_{ij}4M_{ij}^2=\frac14\|M\|^2,\qquad \|M\|=2\|H\|.$$

Being Hermitian, $H$ has real eigenvalues for every real $M$. Their signs are not fixed by this construction.

## (c) The matrix H of one Jones process

**Evaluate (2) for $M=M(J)$.**

**Solution.** Expanding any $2\times2$ matrix as $X=\frac12\sum_i\sigma_i\,\mathrm{tr}(\sigma_iX)$ and comparing coefficients of $X_{qp}$ gives the completeness relation

$$\sum_i(\sigma_i)_{ac}(\sigma_i)_{pq}=2\delta_{aq}\delta_{cp}.$$

Label the rows of $H$ by the pair $ab$ and its columns by $cd$. With repeated indices $p,q,r,s$ summed,

$$H_{ab,cd}=\frac18\sum_{ij}(\sigma_i)_{ac}(\sigma_j^*)_{bd}\,
(\sigma_i)_{pq}J_{qr}(\sigma_j)_{rs}J^*_{ps}.$$

Here $(J^\dagger)_{sp}=J^*_{ps}$ was used. The sum over $i$ gives $2\delta_{aq}\delta_{cp}$. Since $(\sigma_j^*)_{bd}=(\sigma_j)_{db}$, the sum over $j$ gives $2\delta_{ds}\delta_{br}$. Hence

$$H_{ab,cd}=\tfrac12J_{ab}J^*_{cd},\qquad
H=\tfrac12vv^\dagger,\tag{3}$$

where $v=\mathrm{vec}\,J=(J_{xx},J_{xy},J_{yx},J_{yy})^T$. A nonzero Jones process gives a matrix of rank one with eigenvalue $\frac12\|J\|^2$. Conversely, any positive semidefinite matrix of rank one is $\lambda uu^\dagger$ with $\lambda>0$ and $u^\dagger u=1$, which is (3) with $v=\sqrt{2\lambda}\,u$. A common phase of $J$ cancels.

Equation (3) has a physical reading. Put an $x$-polarized field of unit amplitude in one spatial mode, labelled $x$, and a $y$-polarized field of the same amplitude and phase in a second mode, labelled $y$. Let the sample act identically on the polarization in both modes without mixing them. The output component $a$ in mode $b$ is then $J_{ab}$, so $H$ is half the coherency matrix of this four-component output. By linearity the same holds for a mixture.

## (d) The criterion

**Which condition on $H$ is necessary and sufficient for $M$ to have the form (1)? Prove both directions.**

**Solution.** The condition is that $H$ be positive semidefinite: $y^\dagger Hy\ge0$ for every complex four-vector $y$, or equivalently, no eigenvalue of $H$ is negative.

*Necessity.* Equation (2) is linear in $M$. From (1) and (3), with $v_k=\mathrm{vec}\,J_k$,

$$H=\frac12\sum_kp_kv_kv_k^\dagger,\qquad
y^\dagger Hy=\frac12\sum_kp_k|y^\dagger v_k|^2\ge0.$$

For a continuous distribution of processes the sum becomes an integral with the same sign. It exists if the mean of $\|J\|^2$ is finite.

*Sufficiency.* Let $H\ge0$ and first take $M_{00}>0$. With orthonormal eigenvectors, $H=\sum_k\lambda_ku_ku_k^\dagger$ and $\lambda_k\ge0$. Choose

$$p_k=\frac{\lambda_k}{M_{00}},\qquad \mathrm{vec}\,J_k=\sqrt{2M_{00}}\,u_k.\tag{4}$$

The weights are nonnegative and sum to one because $\sum_k\lambda_k=\mathrm{tr}\,H=M_{00}$. By (3), the mixture has the coherency matrix

$$\sum_k\frac{\lambda_k}{M_{00}}\,\frac12\,(2M_{00})\,u_ku_k^\dagger=H.$$

Since $H$ determines $M$, the mixture has the Mueller matrix $M$. If $M_{00}=0$, the nonnegative eigenvalues have zero sum, so $H=0$ and $M=0$, which is the process $J=0$. This completes the proof.

It follows that even a continuous mixture has the same Mueller matrix as some mixture of at most four processes.

## (e) How many processes, and are they unique?

**Find the least number of nonzero terms. For two processes of equal norm, find the nonzero eigenvalues of $H$ in terms of their weights and overlap.**

**Solution.** A sum of $n$ rank-one matrices has rank at most $n$, so at least $\mathrm{rank}\,H$ terms are needed. Equation (4) attains this number.

For processes $A$ and $B$ with weights $p$ and $1-p$, let

$$c=\frac{|\mathrm{tr}(J_A^\dagger J_B)|}{\|J_A\|\,\|J_B\|},\qquad \|J_A\|^2=\|J_B\|^2=2M_{00}.$$

The last equality follows from $M_{00}=\frac12\sum_kp_k\|J_k\|^2$. Write $H=WW^\dagger$, where the columns of $W$ are $\sqrt{p/2}\,v_A$ and $\sqrt{(1-p)/2}\,v_B$. If $W^\dagger Wx=\lambda x$ with $\lambda\ne0$, then $Wx\neq0$ and $WW^\dagger(Wx)=\lambda Wx$. The nonzero eigenvalues of $H$ are therefore those of the $2\times2$ matrix $W^\dagger W$. Its diagonal elements are $pM_{00}$ and $(1-p)M_{00}$, and its off-diagonal elements have modulus $\sqrt{p(1-p)}\,M_{00}c$. Its trace is $M_{00}$ and its determinant is $p(1-p)M_{00}^2(1-c^2)$, so

$$\lambda_\pm=\frac{M_{00}}2\left\{1\pm\sqrt{1-4p(1-p)(1-c^2)}\right\}.\tag{5}$$

If $c=1$, the Jones matrices differ by a phase and $\lambda_-=0$. If $c=0$, the eigenvalues are $pM_{00}$ and $(1-p)M_{00}$. For a small fraction $p$, $\lambda_-\approx pM_{00}(1-c^2)$: a minority domain is visible through the part of its Jones matrix that is orthogonal to the majority.

The processes in (4) have orthogonal vectors. If the original processes are distinct but not orthogonal ($0<c<1$), (4) is a second decomposition of the same $M$. Orthogonal processes are not unique either: for any $2\times2$ unitary matrix $Q$, $(WQ)(WQ)^\dagger=WW^\dagger$, so the columns of $WQ$ give further decompositions whenever $H$ has rank two. Only for rank one are all terms multiples of a single Jones matrix. Thus $M$ fixes the mixture's effect on Stokes vectors, but does not by itself identify the domains.

## (f) A film with two kinds of domain

**A model film has principal amplitude transmissions 0.9 and 0.6 and retardance $90^\circ$. Domains A and B have axes at $0^\circ$ and $60^\circ$ and area fractions 0.7 and 0.3. They are larger than the lateral coherence length, and the detector collects both. Find $M$ and the spectrum of $H$, and compare the decomposition (4) with the domains.**

**Solution.** With $R(\theta)$ the rotation matrix, $J=R(\theta)\,\mathrm{diag}(0.9,0.6i)\,R(-\theta)$. Thus $J_A=\mathrm{diag}(0.9,0.6i)$ and

$$J_B=\begin{pmatrix}0.225+0.450i&0.390-0.260i\\0.390-0.260i&0.675+0.150i\end{pmatrix}.$$

Adding the output intensities with their area weights gives

$$M=\begin{pmatrix}
0.585&0.124&0.058&0\\
0.124&0.453&-0.076&0.140\\
0.058&-0.076&0.132&-0.297\\
0&-0.140&0.297&0
\end{pmatrix}.$$

As a check, $M_{00}=(0.9^2+0.6^2)/2=0.585$. The overlap is

$$\mathrm{tr}(J_A^\dagger J_B)=0.9(0.225+0.450i)-0.6i(0.675+0.150i)=0.2925,$$

and dividing by $\|J_A\|\|J_B\|=1.17$ gives $c=0.25$. Equation (5) becomes

$$\lambda_\pm=0.2925\left(1\pm\sqrt{1-0.84\times0.9375}\right)=0.4273,\ 0.1577.$$

Direct diagonalization of $H$ gives these values and two zeros, so two processes are needed and suffice. The spectral weights are $0.4273/0.585=0.730$ and $0.270$, close to the area fractions but not equal to them. The first spectral process is

$$J_1=\begin{pmatrix}0.892&0.060-0.048i\\0.060-0.048i&0.160+0.581i\end{pmatrix}.$$

It resembles domain A with an admixture of B. The second is orthogonal to it. Together they reproduce $M$ to rounding error, although neither is a domain of the film.

To see how much interference can change, consider instead two overlapping beams with the fields $\sqrt{0.7}J_AE$ and $\sqrt{0.3}J_BE$. Added with zero relative phase, they would give a Mueller matrix that differs from $M$ by 0.78 in norm, while $\|M\|=2\sqrt{0.4273^2+0.1577^2}=0.91$. This is not a model of the same film under coherent light: the undiffracted field behind domains lying side by side is an average of $J_AE$ and $J_BE$ weighted by the area fractions themselves, not by their square roots.

## (g) How far is a matrix from a mixture?

**Find the distance in norm from a given $M$ to the nearest incoherent mixture. For $H\ge0$ and $M\ne0$, find the distance to the nearest single Jones process.**

**Solution.** Let $K\ge0$ be the coherency matrix of a trial mixture. In the eigenbasis of $H$, dropping the off-diagonal elements of $H-K$ cannot increase the norm:

$$\|H-K\|^2\ge\sum_k(\lambda_k-K_{kk})^2\ge\sum_{\lambda_k<0}\lambda_k^2.$$

The second inequality holds because $K_{kk}\ge0$. Equality is reached by keeping the eigenvectors and setting the negative eigenvalues to zero. Since $\|M\|=2\|H\|$,

$$d_{\rm mix}=2\left(\sum_{\lambda_k<0}\lambda_k^2\right)^{1/2}.\tag{6}$$

For a single process, $K=\mu uu^\dagger$ with $\mu\ge0$ and $u^\dagger u=1$. Then

$$\|H-K\|^2=\mathrm{tr}\,H^2-2\mu\,u^\dagger Hu+\mu^2.$$

The best $\mu$ is $u^\dagger Hu$, leaving $\mathrm{tr}\,H^2-(u^\dagger Hu)^2$. This is least when $u$ belongs to the largest eigenvalue, so

$$d_1=2\left(\sum_k\lambda_k^2-\lambda_{\max}^2\right)^{1/2}.$$

For the film, $d_1=2\lambda_-=0.315$. A numerical search over Jones matrices that compares Mueller matrices directly, without using $H$, finds the same distance. With two processes its residual falls to about $10^{-8}$.

Equation (6) also helps in reading measured data. Noise can make a zero eigenvalue slightly negative, but an error smaller in norm than $d_{\rm mix}$ cannot explain the violation.

## (h) A handedness error, and why physical Stokes vectors are not enough

**An analyser reports $s'_3$ with the wrong sign, which reverses the last row of $M$. Does the output remain a physical Stokes vector? What happens to $H$? What changes if the source has the same error?**

**Solution.** A Stokes vector is physical when $s_0\ge(s_1^2+s_2^2+s_3^2)^{1/2}$. Changing the sign of $s'_3$ preserves this, so the faulty matrix still sends every physical input to a physical output.

The effect on $H$ is different. Since $\sigma_3^T=-\sigma_3$ while the other three matrices are symmetric, reversing the row replaces each $\sigma_i$ in (2) by $\sigma_i^T$. This transposes the first factor of the tensor product. For one process use the singular value decomposition $J=U\,\mathrm{diag}(\alpha,\beta)\,V^\dagger$ with $\alpha,\beta\ge0$. Then $v=(U\otimes V^*)(\alpha e_{xx}+\beta e_{yy})$, where $e_{ab}$ are the unit vectors of the four-component space. Transposing the first factor changes the outer unitary matrix to $U^*\otimes V^*$, which does not affect eigenvalues. Inside it, the operator now acts as

$$e_{xx}\to\tfrac12\alpha^2e_{xx},\quad e_{yy}\to\tfrac12\beta^2e_{yy},\quad
e_{xy}\to\tfrac12\alpha\beta\,e_{yx},\quad e_{yx}\to\tfrac12\alpha\beta\,e_{xy}.$$

Its eigenvalues are $\alpha^2/2$, $\beta^2/2$ and $\pm\alpha\beta/2$. As $\alpha\beta=|\det J|$, the lowest is $-|\det J|/2$. For $J=1$ the faulty matrix is $\mathrm{diag}(1,1,1,-1)$, with eigenvalues $\frac12,\frac12,\frac12,-\frac12$. It maps all physical Stokes vectors to physical ones and yet is no mixture. In the two-mode arrangement of part (c), it would predict a negative intensity for a suitable joint analyser.

Domain A alone would give $-0.54/2=-0.27$. The faulty matrix of the whole film has eigenvalues 0.335, 0.260, 0.112 and $-0.122$, so the error is detected. The distance (6) is 0.245, and the direct search agrees. Spread over sixteen elements, this requires a root-mean-square error of at least $0.245/4=0.061$ per element. Smaller noise could not have turned a true mixture into this matrix.

Setting the negative eigenvalue to zero does not repair the calibration. It raises $M_{00}$ from 0.585 to $0.335+0.260+0.112=0.707$. The faulty matrix is in fact $2\sqrt{0.140^2+0.297^2}=0.66$ from the correct one, much farther than from the nearest mixture.

Detection is not guaranteed. An ideal polarizer has $\det J=0$, so its lowest eigenvalue stays zero. The complete depolarizer $\mathrm{diag}(1,0,0,0)$ is unchanged by the error. If the source has the same error, the last column is reversed too. Both factors in (2) are then transposed, so $H$ becomes $H^T=H^*$ with unchanged eigenvalues, and every $J_k$ is replaced by $J_k^*$. The criterion cannot detect a handedness convention reversed at both ends.

## (i) Does the criterion exclude gain?

**A passive Jones process has $J^\dagger J\le1$: no input gains intensity. Derive a necessary condition on $M$ for a mixture of passive processes, and show that $H\ge0$ does not imply it.**

**Solution.** Insert $\Phi=1$, whose Stokes vector is $(2,0,0,0)$, into (1). The output is

$$\sum_kp_kJ_kJ_k^\dagger=\frac12\sum_i2M_{i0}\sigma_i=\sum_iM_{i0}\sigma_i.$$

With $P=(M_{10},M_{20},M_{30})$, its eigenvalues are $M_{00}\pm|P|$. The matrices $J_k^\dagger J_k$ and $J_kJ_k^\dagger$ have the same eigenvalues, so passivity makes each $J_kJ_k^\dagger\le1$. Their weighted mean obeys the same bound, and therefore

$$M_{00}+|P|\le1.\tag{7}$$

This is necessary; no claim of sufficiency is made. For the film the left side is 0.722. Here passivity can also be seen directly: the domains have singular values 0.9 and 0.6. The spectral processes are passive as well, with singular values 0.897 and 0.605 for the first and 0.871 and 0.641 for the second.

Now consider a device that separates the $x$ and $y$ components into two beams, rotates the second to $x$ polarization without loss, and sends both to a detector that adds their intensities. The unweighted contributions are

$$L_1=\begin{pmatrix}1&0\\0&0\end{pmatrix},\qquad
L_2=\begin{pmatrix}0&1\\0&0\end{pmatrix},\qquad L_1^\dagger L_1+L_2^\dagger L_2=1.$$

Total intensity is conserved, and $H$ has eigenvalues $\frac12,\frac12,0,0$. Yet $M_{00}=|P|=1$, so the left side of (7) is 2. Written with weights $\frac12$, the processes are $\sqrt2L_1$ and $\sqrt2L_2$, each with an amplitude gain of $\sqrt2$. By (7), no other choice of processes makes all of them passive.

The device is nevertheless lossless, because its two contributions act in parallel on different parts of the field and leave in different beams. They are not alternative processes, each acting on the whole field. Positivity of $H$ thus settles whether Jones processes with nonnegative weights can reproduce $M$. Whether they can be passive alternatives, as for domains side by side in a film, is a further question. The numerical values used above are listed in the numerical output or follow from it by the arithmetic shown.

## Numbers as computed

```
All quantities are dimensionless unless a unit is shown
Principal amplitude transmissions: 0.90 0.60
Retardance (deg): 90.0
Domain axis angles (deg): 0.0 60.0
Domain area fractions: 0.70 0.30
Domain A Jones, real parts xx xy yx yy: 0.9000 0.0000 0.0000 0.0000
Domain A Jones, imag parts xx xy yx yy: 0.0000 0.0000 0.0000 0.6000
Domain B Jones, real parts xx xy yx yy: 0.2250 0.3897 0.3897 0.6750
Domain B Jones, imag parts xx xy yx yy: 0.4500 -0.2598 -0.2598 0.1500
Film Mueller row 0: 0.5850 0.1238 0.0585 0.0000
Film Mueller row 1: 0.1238 0.4534 -0.0760 0.1403
Film Mueller row 2: 0.0585 -0.0760 0.1316 -0.2970
Film Mueller row 3: 0.0000 -0.1403 0.2970 0.0000
Normalized overlap c of domain Jones matrices: 0.2500
Film H eigenvalues: 0.4273 0.1577 0.0000 0.0000
Eigenvalues from overlap formula: 0.4273 0.1577
Spectral weights: 0.7305 0.2695
Spectral J1, real parts xx xy yx yy: 0.8916 0.0604 0.0604 0.1601
Spectral J1, imag parts xx xy yx yy: 0.0000 -0.0480 -0.0480 0.5810
Spectral J1 singular values: 0.8965 0.6052
Spectral J2, real parts xx xy yx yy: -0.2055 0.4300 0.4300 0.6948
Spectral J2, imag parts xx xy yx yy: 0.4346 -0.2076 -0.2076 0.0000
Spectral J2 singular values: 0.8712 0.6411
Largest error of M rebuilt from spectral J: 3.3e-16
Norm of coherent (zero phase) minus incoherent M: 0.7816
Distance to one process, predicted: 0.3153
Distance to one process, searched: 0.3153
Distance to two processes, searched: 1.8e-08
Last-row-reversed film, H eigenvalues: 0.3351 0.2599 0.1124 -0.1224
Reversed film distance to mixtures, predicted: 0.2449
Reversed film distance to mixtures, searched: 0.2449
Reversed film, largest sampled output polarization: 0.9999
diag(1,1,1,-1), H eigenvalues: 0.5000 0.5000 0.5000 -0.5000
Domain A |det J|/2: 0.2700
Film M00+|P|: 0.7219
All-to-x map, H eigenvalues: 0.5000 0.5000 0.0000 0.0000
All-to-x map, M00+|P|: 2.0000
```
